# Driving force for III-V growth from group-III atoms and group-V dimers

At fixed temperature the equation of state of an ideal gas contains no pressure scale: the volume per molecule is $kT/p$, with $k$ Boltzmann's constant. This fixes how the chemical potential $\mu$, the free energy per added molecule, can depend on pressure. At fixed $T$ the Gibbs–Duhem relation gives $d\mu=(kT/p)\,dp$, so multiplying the pressure by a factor $a$ changes the chemical potential by

$$\mu(ap)-\mu(p)=\int_p^{ap}\frac{kT}{p'}\,dp'=kT\ln a ,$$

whatever the starting pressure. In a mixture of ideal gases the same holds for each component with its own partial pressure. The dependence is therefore logarithmic.

Now let a III-V crystal grow from group-III atoms and group-V dimers,

$$\mathrm{III(g)}+\tfrac12\mathrm{V_2(g)}\longrightarrow \mathrm{III\text{-}V(s)} .$$

The driving force $\Delta\mu$ is the fall of free energy per formula unit deposited, counted positive when growth is favoured:

$$\Delta\mu=\mu_3+\tfrac12\mu_2-\mu_s .$$

The subscripts 3, 2 and $s$ denote the III atom, the dimer and one formula unit of crystal. Each formula unit uses one atom and half a dimer, so the logarithms enter with weights $1$ and $\tfrac12$ and combine into $kT\ln(p_3p_2^{1/2})$. This product has the dimension of pressure to the power $3/2$, and a logarithm needs a pure number. The remaining terms, which depend on temperature but not on the gas pressures, must supply a divisor $K(T)$ of the same dimension:

$$\boxed{\;\Delta\mu=kT\ln\frac{p_3\,p_2^{1/2}}{K(T)}\;}$$

Setting $\Delta\mu=0$ shows what $K$ is: the value of $p_3p_2^{1/2}$ at which crystal and gas are in equilibrium. Scaling leaves its size open. That requires counting states.

Half a dimer cannot react, so the count is made with whole molecules. One event $2\,\mathrm{III}+\mathrm{V_2}\to2\,\mathrm{III\text{-}V}$ produces two formula units. Consider a closed chamber of volume $V$ at temperature $T$, with $N_3$ atoms and $N_2$ dimers at the start, in contact with a large crystal. The gases are ideal and have the crystal's temperature. The crystal is pure and stoichiometric, its surface energy is neglected, and its volume is neglected beside $V$. Let $q_3$ and $q_2$ be the partition functions of one atom and one dimer, and $z_s$ the factor that each formula unit contributes to the partition function of the crystal. After $k_e$ events the statistical weight is, up to a constant factor from the crystal already present,

$$W(k_e)=\frac{q_3^{\,N_3-2k_e}\,q_2^{\,N_2-k_e}\,z_s^{\,2k_e}}{(N_3-2k_e)!\,(N_2-k_e)!} .$$

The factorials appear because identical gas molecules may be exchanged without producing a new state. The crystal has no such factorial: its atoms sit on definite sites, and the number of ways of assigning labelled atoms to the sites cancels the division by permutations.

The free energy with $k_e$ events is $-kT\ln W(k_e)$. The first event lowers it by $2\Delta\mu$, hence

$$\frac{2\Delta\mu}{kT}=\ln\frac{W(1)}{W(0)}
=\ln\frac{z_s^2\,N_3(N_3-1)N_2}{q_3^2\,q_2}.$$

Here $N_3!/(N_3-2)!=N_3(N_3-1)$ and $N_2!/(N_2-1)!=N_2$. For large $N_3$ the first of these is $N_3^2$ up to a relative error $1/N_3$. Dividing by two gives

$$\frac{\Delta\mu}{kT}=\ln\frac{N_3}{q_3}+\frac12\ln\frac{N_2}{q_2}+\ln z_s .$$

The square root thus comes from one dimer serving two formula units. The ideal-gas law gives $N_i=p_iV/kT$, and each $q_i$ is proportional to $V$. The volume cancels if one defines a pressure scale for each gas,

$$P_i=\frac{kT\,q_i}{V},\qquad \frac{N_i}{q_i}=\frac{p_i}{P_i},\qquad \mu_i=kT\ln\frac{p_i}{P_i}.$$

With $\mu_s=-kT\ln z_s$, the three terms combine into the boxed result, and

$$K=\frac{P_3P_2^{1/2}}{z_s}=P_3P_2^{1/2}e^{\mu_s/kT}.$$

To evaluate $K$, all energies need a common zero. It is taken as a resting III atom in its lowest level together with a resting dimer at the minimum of its potential curve. The static crystal lies $E_b$ below one such atom plus half such a dimer, per formula unit.

Translation is the same problem for both gases. In a periodic cube of side $L$, a particle of mass $m$ has momentum components $hn/L$ with integer $n$. When the levels are dense on the scale of $kT$, the sum for one direction becomes a Gaussian integral:

$$\sum_n e^{-h^2n^2/2mL^2kT}\simeq\int_{-\infty}^{\infty}e^{-h^2n^2/2mL^2kT}dn
=\frac{L}{\lambda},\qquad \lambda=\frac{h}{\sqrt{2\pi mkT}} .$$

Three directions give $V/\lambda^3$. The III atom is modelled with two states at energy zero and four at energy $\varepsilon$, so that

$$P_3=\frac{kT}{\lambda_3^3}\,g_3,\qquad g_3=2+4e^{-\varepsilon/kT}.$$

The dimer, taken to have a single electronic state, also rotates and vibrates. For atoms of mass $m_V$ at separation $r$ the reduced mass is $m_V/2$ and the rotational levels are $BJ(J+1)$ with $B=\hbar^2/(m_Vr^2)$. If $kT\gg B$, the sum over all $J$ is

$$\sum_J(2J+1)e^{-BJ(J+1)/kT}\simeq\int_0^\infty e^{-By/kT}dy=\frac{kT}{B},\qquad y=J(J+1).$$

Even and odd $J$ contribute half of this each. The two nuclei are identical, and exchange symmetry ties the parity of $J$ to the symmetry of their spin state. For nuclear spin $I$ there are $(2I+1)(I+1)$ symmetric and $(2I+1)I$ antisymmetric spin states. One set goes with even $J$ and the other with odd $J$, so the total is

$$\left[(2I+1)(I+1)+(2I+1)I\right]\frac{kT}{2B}=(2I+1)^2\frac{kT}{2B}.$$

The factor $(2I+1)^2$ belongs equally to the two V nuclei once they are in the crystal, so it cancels from the reaction, as does the spin factor of the III nuclei. What remains is $kT/2B$.

A vibration of quantum $\hbar\omega$, zero-point energy included, gives a geometric series:

$$\sum_{v=0}^\infty e^{-\hbar\omega(v+1/2)/kT}
=\frac{e^{-\hbar\omega/2kT}}{1-e^{-\hbar\omega/kT}}
=\frac{1}{2\sinh(\hbar\omega/2kT)} .$$

The dimer's pressure scale is therefore

$$P_2=\frac{kT}{\lambda_2^3}\,\frac{kT}{2B}\,\frac{1}{2\sinh(\hbar\omega/2kT)} .$$

A formula unit of crystal contains two atoms and hence six vibrational modes. In this model they share one quantum $\hbar\omega_s$, and electronic excitations are left out. Then

$$z_s=\frac{e^{E_b/kT}}{\left[2\sinh(\hbar\omega_s/2kT)\right]^6},\qquad
\mu_s=-E_b+6kT\ln\!\left[2\sinh\frac{\hbar\omega_s}{2kT}\right].$$

For numbers, take a model compound with masses 70 u for III and 75 u for V, $E_b=4.5$ eV, $\varepsilon=0.10$ eV, $r=2.1$ Å, $\hbar\omega=0.050$ eV and $\hbar\omega_s=0.025$ eV. These are round parameters and describe no particular material. Electronvolts and pascals suit the problem better than atomic units. At $T=900$ K, $kT=0.07756$ eV. The thermal wavelengths are $\lambda_3=0.0696$ Å and $\lambda_2=0.0475$ Å, and $g_3=3.10$. The rotational factor is $kT/2B=3068$, and an explicit sum over levels with spin-$\tfrac32$ nuclei agrees to that accuracy. The dimer's vibrational factor is 1.525. The resulting scales are

$$P_3=1.145\times10^{14}\ \text{Pa},\qquad P_2=5.418\times10^{17}\ \text{Pa}.$$

Their ratio can be traced factor by factor: $(0.06956/0.04752)^3\times3068\times1.525/3.102\approx4730$. Rotation accounts for most of it. These scales are extrapolations of the ideal-gas law to $\mu_i=0$ and are not pressures at which the law would hold.

Let the gas contain III atoms at $p_3=10^{-3}$ Pa and dimers at $p_2=10^{-2}$ Pa. The three chemical potentials are

$$\mu_3=0.07756\,\ln\frac{10^{-3}}{1.145\times10^{14}}=-3.046\ \text{eV},$$

$$\tfrac12\mu_2=\tfrac12(0.07756)\ln\frac{10^{-2}}{5.418\times10^{17}}=-1.762\ \text{eV},\qquad
\mu_s=-5.025\ \text{eV}.$$

The crystal's value lies about 0.52 eV below $-E_b$ because $kT$ is about three times the quantum of each of its six modes, so that several levels of each mode are accessible. The driving force is a small difference of large terms:

$$\Delta\mu=-3.0464-1.7620+5.0248\approx0.216\ \text{eV}.$$

In terms of pressures, $K=6.14\times10^{-6}$ Pa$^{3/2}$ and the actual product is $10^{-3}\times(10^{-2})^{1/2}=10^{-4}$ Pa$^{3/2}$. The supersaturation ratio is 16.3, and $0.07756\ln16.3=0.216$ eV, or 20.9 kJ/mol. The weight ratio $W(1)/W(0)$, evaluated with explicitly summed levels in place of the closed forms, gives the same driving force, as the numerical output shows.

The result responds differently to the two gases. Doubling $p_3$ adds $kT\ln2=0.0538$ eV, while doubling $p_2$ adds half of that, 0.0269 eV. Multiplying both pressures by $a$ adds $\tfrac32kT\ln a$. Close to equilibrium the logarithm may be expanded. If the pressures exceed a pair of equilibrium values by small amounts $\delta p_3$ and $\delta p_2$, then to first order

$$\Delta\mu\simeq kT\left(\frac{\delta p_3}{p_3}+\frac{\delta p_2}{2p_2}\right).$$

Suppose instead that the sum $p_3+p_2=p$ is fixed and the composition is free. With $p_3=xp$ and $p_2=(1-x)p$, the part of $\Delta\mu/kT$ that depends on $x$ is $\ln x+\tfrac12\ln(1-x)$. Its derivative vanishes when

$$\frac1x=\frac{1}{2(1-x)}\quad\Longrightarrow\quad x=\frac23 ,$$

and its second derivative, $-1/x^2-1/[2(1-x)^2]$, is negative, so this is a maximum. The driving force is greatest at $p_3=2p_2$, where the gas holds equal numbers of III and V atoms. A scan of the counted weights places the maximum at $x=0.667$. This is the maximum of $\Delta\mu$ in a model with one condensed phase, not a recipe for growth: a gas so rich in III atoms may also be supersaturated against the liquid III element.

The weights also describe where deposition stops. By the same algebra as before, for large numbers,

$$\frac{W(k_e+1)}{W(k_e)}\simeq\left[\frac{p_3p_2^{1/2}}{K}\right]^2,$$

with the pressures that remain after $k_e$ events. The ratio falls as the gas is consumed, so the weight has a single maximum, reached when the product has dropped to $K$. If the III pressure has then fallen by $y$, the dimer pressure has fallen by $y/2$, and

$$(p_3-y)\left(p_2-\tfrac{y}{2}\right)^{1/2}=K .$$

This prediction was tested against the mean over all possible numbers of events in two closed chambers at 900 K. The first starts with the pressures above and ends at $p_3=6.29\times10^{-5}$ Pa and $p_2=9.53\times10^{-3}$ Pa. The second starts with both pressures at $2\times10^{-3}$ Pa and ends at $1.86\times10^{-4}$ Pa and $1.09\times10^{-3}$ Pa. The final compositions differ, yet both products equal $6.14\times10^{-6}$ Pa$^{3/2}$. Equilibrium fixes the product and leaves one pressure free. For a real compound this freedom has limits: $p_3$ cannot exceed roughly the vapour pressure of the liquid group-III element without droplets becoming stable, and $p_2$ is bounded likewise by the condensed group-V element. The model contains neither phase. For gallium at 900 K the bound on $p_3$ is of order $10^{-5}$ Pa or less, below the III pressures used here.

The first chamber is close to the limit of excess group V, $p_2\gg p_3$. There the dimer pressure hardly changes, and the final III pressure is approximately $K/p_2^{1/2}$ with the initial $p_2$. This gives $6.14\times10^{-5}$ Pa, about 2% below the value found. The difference comes from the small loss of dimers, since $(10^{-2}/9.53\times10^{-3})^{1/2}=1.024$.

So far the volume has been held fixed. If the total pressure is fixed instead, deposition changes the mole fractions and with them both partial pressures, unless $p_3=2p_2$ and the gas contains these two species alone, as is assumed here. The driving force is nevertheless the same. Write the Gibbs energy as $G=N_3\mu_3+N_2\mu_2+N_s\mu_s$, with $N_3$ and $N_2$ now the current numbers and $N_s$ the number of formula units in the crystal. Depositing $dN_s$ of them requires $dN_3=-dN_s$ and $dN_2=-\tfrac12dN_s$, so

$$dG=-\left(\mu_3+\tfrac12\mu_2-\mu_s\right)dN_s+N_3\,d\mu_3+N_2\,d\mu_2 .$$

For ideal gases $d\mu_i=kT\,dp_i/p_i$ and $N_ikT/p_i=V$ for both components. The last two terms are therefore

$$N_3\,d\mu_3+N_2\,d\mu_2=V(dp_3+dp_2)=0$$

at fixed total pressure, and $-dG/dN_s=\Delta\mu$. A finite difference of $G$ for the example gives 0.216 eV again. Strictly, $\mu_s$ also contains the total pressure times the crystal volume per formula unit. For 45 Å$^3$ this is about $3\times10^{-12}$ eV here, which is negligible.

The logarithmic law describes changes of pressure at fixed temperature. A change of temperature acts mainly through $K$. To see how strongly, differentiate

$$\ln K=\ln P_3+\tfrac12\ln P_2+\frac{\mu_s}{kT}.$$

Since $\lambda^{-3}\propto T^{3/2}$, $P_3$ varies as $T^{5/2}g_3$, and $P_2$ as $T^{7/2}$ times its vibrational factor. The derivative of the logarithm of any sum of Boltzmann factors is its mean energy divided by $kT^2$. Let $\bar\varepsilon$ be the mean electronic energy of the III atom, and $\bar u_2$ and $\bar u_s$ the mean vibrational energies of a dimer and of a formula unit of crystal. Then

$$\frac{d\ln K}{dT}=\frac{h_e}{kT^2},\qquad
h_e=E_b+\bar\varepsilon+\tfrac52kT+\tfrac12\left(\tfrac72kT+\bar u_2\right)-\bar u_s .$$

The quantity $h_e$ is the enthalpy of evaporation per formula unit. When $kT$ is large beside the vibrational quanta, $\bar u_2\simeq kT$ and $\bar u_s\simeq6kT$, so $h_e\simeq E_b+\bar\varepsilon-\tfrac54kT$. With $\bar\varepsilon\approx0.04$ eV this is about 4.4 eV.

The computed $K$ rises from $6.14\times10^{-6}$ Pa$^{3/2}$ at 900 K to $1.86\times10^{-3}$ Pa$^{3/2}$ at 1000 K, a factor of about 300. Over this interval $1/kT$ falls from 12.894 to 11.605 eV$^{-1}$, so the mean enthalpy is $\ln(303)/1.289=4.43$ eV, in agreement with the estimate. At 1000 K a gas held at the same two pressures has $\Delta\mu=-0.252$ eV: the crystal evaporates. Treating $h_e$ as constant, the change of sign occurs where

$$\frac{1}{kT_0}=12.894-\frac{\ln16.3}{4.43}=12.264\ \text{eV}^{-1},$$

that is, at $T_0=900\times12.894/12.264\approx946$ K. Solving $\Delta\mu=0$ with the full $K(T)$ gives the same temperature to this accuracy. At fixed pressures, a rise of 46 K thus cancels a sixteenfold supersaturation. An error in $E_b$ is equally serious: at fixed temperature and pressures it enters $\Delta\mu$ in full, so an error of 0.2 eV would nearly double the driving force or nearly remove it. The crystal's vibrations matter on a similar scale, since for large $kT$ they enter $\mu_s$ as $6kT\ln(\hbar\omega_s/kT)$: a quantum of 0.020 eV in place of 0.025 eV gives $\Delta\mu=0.321$ eV, and one of 0.030 eV gives 0.131 eV.

The square root belongs to the dimer as the chosen source of group V. Were the gas to supply single V atoms, each formula unit would use one of them, and the same argument would give $\Delta\mu=kT\ln(p_3p_V/K')$, with its own constant $K'$. The two forms agree when atoms and dimers are in mutual equilibrium, because then $2\mu_V=\mu_2$ and $p_V$ is proportional to $p_2^{1/2}$ at fixed $T$. Likewise, if tetramers are present and equilibrated with the dimers, $\mu_4=2\mu_2$, and the dimer formula holds with the actual dimer pressure. Without such equilibrium each source has its own driving force, and no single number describes them all.

The pressures in the formula are those at the growing surface. If transport through the gas is slow, they differ from the pressures at the inlet. A molecular beam that has not reached the crystal's temperature lies outside the derivation, since its chemical potential was computed at that temperature. For a very small crystal, the increase in total surface energy caused by adding one formula unit must be subtracted from $\Delta\mu$. Finally, a positive $\Delta\mu$ says that growth lowers the free energy. It gives neither the growth rate nor a guarantee that another phase, such as droplets of the group-III element, will not form as well.

## Computed values

```
mass of III atom, V atom: 70, 75 u
III-atom level splitting: 0.10 eV
dimer bond length: 2.1 angstrom
dimer vibrational quantum: 0.050 eV
crystal vibrational quantum: 0.025 eV
static binding E_b: 4.5 eV per formula unit
crystal volume: 45 cubic angstrom per formula unit
temperature: 900 K
kT: 0.07756 eV
III pressure: 1.0e-03 Pa
V2 pressure: 1.0e-02 Pa
III thermal wavelength: 0.06956 angstrom
V2 thermal wavelength: 0.04752 angstrom
III electronic factor g3: 3.1018
dimer rotational constant B: 1.2638e-05 eV
dimer rotational factor kT/2B: 3068.3
dimer rotational factor, level sum: 3068.4
dimer vibrational factor: 1.5246
pressure scale of III: 1.1454e+14 Pa
pressure scale of V2: 5.4184e+17 Pa
mu of III: -3.0464 eV
half of mu of V2: -1.7620 eV
mu of crystal: -5.0248 eV
equilibrium product K: 6.1406e-06 Pa^(3/2)
actual product: 1.0000e-04 Pa^(3/2)
supersaturation ratio: 16.285
driving force, formula: 0.21640 eV per formula unit
driving force, counted weights: 0.21640 eV per formula unit
driving force, Gibbs slope: 0.21640 eV per formula unit
driving force: 20.88 kJ/mol
gain on doubling III pressure: 0.05376 eV
gain on doubling V2 pressure: 0.02688 eV
chamber A start III, V2: 1.0e-03, 1.0e-02 Pa
chamber A final III, V2: 6.2898e-05, 9.5314e-03 Pa
chamber A final product: 6.1407e-06 Pa^(3/2)
chamber B start III, V2: 2.0e-03, 2.0e-03 Pa
chamber B final III, V2: 1.8575e-04, 1.0929e-03 Pa
chamber B final product: 6.1407e-06 Pa^(3/2)
best III fraction at fixed total pressure: 0.667
K at 1000 K: 1.8629e-03 Pa^(3/2)
driving force at 1000 K: -0.2520 eV
temperature of zero driving force: 946.2 K
neglected crystal p*v term: 3.1e-12 eV
```
